# Inert walls do not starve a deep closed hole

Take a closed cylindrical hole of radius $R$ and depth $L$ below a large volume of gas with number density $n$ and mean molecular speed $\bar v$. Molecules cross the hole without meeting one another, and the walls, in equilibrium with the gas, neither hold nor consume them. The steady flux $G$ striking the floor can depend on $n,\bar v,R,L$ alone. Without gas collisions it is proportional to $n$, so dimensions require

$$G_{\rm floor}=n\bar v\,f(L/R).$$

Dimensions leave $f$ open. The symmetry of equilibrium fixes it: every route from the mouth to the floor is used equally often in reverse, and $f=1/4$ at every depth.

## The belief and its appeal

The belief is that a deep hole starves even when its walls are inert. A molecule must find its way down a narrow shaft, each wall strike may send it back up, and few get through. The floor should therefore receive much less gas than the open surface.

Two parts of this are true. The floor sees the mouth under a tiny solid angle, and most entering molecules do leave without touching the floor. For a hole 100 nm wide and 5000 nm deep, $L/R=100$, the direct flux at the floor is $1.0\times10^{-4}$ of the flux at the mouth, and 2.5 % of entering molecules ever reach the floor. The error lies in taking either number for the floor flux, which counts strikes, not first arrivals.

## Equilibrium at one wall

Let the outside gas be Maxwellian at temperature $T$, with molecular mass $m$. Molecules heading into solid angle $d\Omega$ at angle $\theta$ to the normal carry a flux $n\bar v\cos\theta\,d\Omega/4\pi$. Since $\int\cos\theta\,d\Omega=\pi$ over a hemisphere, the flux entering the mouth is

$$G_0=\frac{n\bar v}{4}=\frac{p}{\sqrt{2\pi mk_BT}},$$

where the second form uses $\bar v=\sqrt{8k_BT/\pi m}$ and $p=nk_BT$.

Let $P(\mathbf v'\to\mathbf v)$ be the probability density that a molecule arriving with velocity $\mathbf v'$ leaves with $\mathbf v$, and let $f_M$ be the Maxwell distribution at the wall temperature, also $T$ for now. Detailed balance equates the traffic of each process with that of its time reverse:

$$|v'_n|f_M(\mathbf v')P(\mathbf v'\to\mathbf v)=|v_n|f_M(\mathbf v)P(-\mathbf v\to-\mathbf v').$$

Integrate over all arriving $\mathbf v'$. On the right, $\int P(-\mathbf v\to-\mathbf v')\,d\mathbf v'=1$, because every molecule leaves again. The total outgoing traffic is therefore $|v_n|f_M(\mathbf v)$: a wall struck by equilibrium gas sends back equilibrium gas. Between strikes the distribution is carried unchanged along straight lines, so a uniform Maxwellian filling the whole hole is a steady state, whatever the shape of the hole. Mirror reflection, cosine re-emission with thermal speeds at $T$, and mixtures of the two all satisfy the condition.

## The whole hole

For cosine re-emission the balance can be written in fluxes alone. A patch $dA'$ struck by flux $G(x')$ emits $G(x')\cos\theta'/\pi$ per unit area and solid angle. Seen from there, a patch $dA$ at distance $r$ fills the solid angle $\cos\theta\,dA/r^2$. The traffic from $dA'$ to $dA$ is

$$dQ=G(x')K(x,x')\,dA\,dA',\qquad K=\frac{\cos\theta\cos\theta'}{\pi r^2},$$

with $K=0$ if the patches cannot see each other. $K$ is symmetric, so at equal fluxes the traffic between any two patches balances. Adding what comes directly from the mouth,

$$G(x)=G_0F(x)+\int_{\rm walls}K(x,x')G(x')\,dA',$$

where "walls" includes the floor and $F(x)$ is the integral of $K$ over the mouth. Because $\cos\theta'\,dA'/r^2=d\Omega$, the mouth and walls together give

$$F(x)+\int_{\rm walls}K\,dA'=\frac1\pi\int\cos\theta\,d\Omega=1.$$

Inserting $G=G_0$ turns the right side of the flux balance into $G_0$, so the uniform flux is a solution. What a deep patch loses in its view of the mouth, it gains in its view of wall. For a wall point at depth $R$ in a hole $3R$ deep, numerical integration of $K$ gives 0.1708 from the mouth, 0.7685 from the side wall and 0.0607 from the floor, with sum 1.000000.

There is no other bounded steady solution. The difference $\delta$ of two solutions obeys $\delta(x)=\int K\delta\,dA'$. Where $|\delta|$ has its largest value $M$, this gives $M\le M(1-F)$. If that patch sees the mouth, $F>0$ and $M=0$. If it does not, $|\delta|$ must equal $M$ on every patch it sees; following a chain of visible patches to one that sees the mouth again forces $M=0$. This proof is for cosine re-emission. With purely mirror-like walls, holes of some shapes may contain orbits that never connect to the mouth, and the proof does not cover them.

Trajectory simulation tests the claim without the flux equation. In a bottle-shaped hole, a neck of radius $R$ and length $3R$ above a chamber of radius $2R$ and length $4R$, half of all reflections were made mirror-like. The flux on the chamber floor was $0.997\pm0.005$ of $G_0$, and on the ledge, hidden from direct view of the mouth, $0.997\pm0.005$.

## Few arrivals, many strikes

The direct share at the floor of a cylinder follows from a sphere drawn through the rims of mouth and floor. Its radius is $a=\sqrt{R^2+L^2/4}$. Between two points on a sphere, $\cos\theta=\cos\theta'=r/2a$, so $K=1/4\pi a^2$ is constant. Every straight path through both discs also joins the two spherical caps beyond them, and conversely. Each cap has height $h=a-L/2$ and area $2\pi ah$, so

$$\pi R^2F_{\rm floor}=\frac{(2\pi ah)^2}{4\pi a^2}=\pi h^2,\qquad F_{\rm floor}=\frac{h^2}{R^2}=\left(\frac{2R}{L+\sqrt{L^2+4R^2}}\right)^2.$$

The last form uses $h=(\sqrt{L^2+4R^2}-L)/2=2R^2/(L+\sqrt{L^2+4R^2})$. For $L\gg R$ the share tends to $(R/L)^2$, the apparent starvation.

Now let $W$ be the probability that an entering molecule ever reaches the floor. Floor and mouth have equal areas and equal fluxes, so the mean number of floor strikes per entering molecule is one. This mean is $W$ times the mean number of strikes by those that arrive, which must therefore be $1/W$:

$$W\times\frac1W=1.$$

The shaft that makes the floor hard to reach makes it equally hard to leave. At $L/R=100$, a ring-by-ring solution of the flux balance gives $W=0.0253$: about one entering molecule in 40 arrives, and it strikes the floor about 40 times. In a shorter hole, $L=10R$, simulated trajectories gave $5.21\pm0.03$ strikes per arriving molecule, against $1/W=5.23$ from the ring solution.

For unequal areas, consider a chain of flights from mouth to floor. At unit flux its traffic is a product of symmetric factors $K$ and patch areas, unchanged when the chain is reversed. Summing over chains gives

$$A_{\rm mouth}W_{\rm mouth\to floor}=A_{\rm floor}W_{\rm floor\to mouth}.$$

Here each $W$ is the chance of reaching the far end before returning to the starting one. For walls that are partly mirrors, detailed balance supplies the same reversal. In the bottle, whose floor has four times the area of its mouth, the left side divided by $A_{\rm mouth}$ was $0.595\pm0.002$ and the right side $0.598\pm0.004$.

## Argon in a deep contact hole

Take argon at 20 mTorr and 300 K above the hole 100 nm wide and 5000 nm deep. The density is $n=6.44\times10^{14}$ cm$^{-3}$ and $\bar v=399$ m/s $=3.99\times10^4$ cm/s, so

$$G_0=\tfrac14(6.44\times10^{14})(3.99\times10^4)=6.42\times10^{18}\ {\rm cm^{-2}\,s^{-1}},$$

or $6.42\times10^{22}$ m$^{-2}$ s$^{-1}$. Line of sight alone would supply $1.0\times10^{-4}$ of this to the floor. With inert walls the floor receives all of it, $5.0\times10^8$ strikes per second. The hole holds 25 atoms on average, so this flux is a time average over a fluctuating handful.

Depth does cost time. A cosine-emitted flight inside a long cylinder has polar angle $\chi$ from the axis and azimuth $\phi$ from the inward normal. Its length is $2R\cos\phi/\sin\chi$ and its axial displacement is $\zeta=2R\cos\phi\cos\chi/\sin\chi$. The cosine law weights directions by $\sin\chi\cos\phi\,(\sin\chi\,d\chi\,d\phi)/\pi$, hence

$$\langle\zeta^2\rangle=\frac{4R^2}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\phi\,d\phi\int_0^\pi\cos^2\chi\,d\chi=\frac{4R^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{8R^2}{3}.$$

The mean length is $(2R/\pi)\int\cos^2\phi\,d\phi\int\sin\chi\,d\chi=2R$. Molecules leaving a wall are weighted by their speed, which makes their mean inverse speed $1/\bar v$, so the mean flight time is $\tau=2R/\bar v$. The diffusivity is

$$D=\frac{\langle\zeta^2\rangle}{2\tau}=\frac{2R\bar v}{3}=0.133\ {\rm cm^2/s}.$$

With density fixed at the mouth and no flow through the floor, the slowest density deviation varies as $\sin(\pi z/2L)$, with $z$ the depth. It decays at the rate $D(\pi/2L)^2$, so the filling time is $4L^2/\pi^2D=0.76$ µs. In the ring model the slowest mode loses a fraction $3.07\times10^{-4}$ of its amplitude per flight; the mean flight time divided by this loss gives 0.82 µs, 7 % longer than the diffusion estimate.

## Where starvation is real

Suppose the floor consumes a fraction $s$ of the molecules striking it, while the side walls stay inert. First arrivals supply $G_0W$ per unit floor area. After each strike a molecule survives with probability $1-s$ and returns before escaping with probability $1-W$, if floor emission is taken as uniform. Summing the geometric series,

$$\frac{G_{\rm floor}}{G_0}=\frac{W}{1-(1-s)(1-W)}=\frac{W}{W+s(1-W)}.$$

At $s=0$ this is one. In the deep hole it is 0.21 at $s=0.1$ and $W=0.025$ at $s=1$. The consuming floor causes the shortage; the shaft limits how fast it can be resupplied. Inert walls help even then: with the floor still consuming every arrival, perfectly absorbing side walls would leave only the direct share, 253 times less.

Suppose instead that the side walls consume a small fraction $s$. Balancing diffusion into a slice against its wall loss,

$$D\pi R^2\frac{d^2n}{dz^2}=2\pi R\,s\frac{n\bar v}{4}\quad\Rightarrow\quad\frac{d^2n}{dz^2}=\frac{n}{\ell^2},\qquad \ell=\frac{2R}{\sqrt{3s}}.$$

With the outside density at $z=0$ and zero slope at the floor, $n\propto\cosh[(L-z)/\ell]$, so

$$\frac{G_{\rm floor}}{G_0}\simeq\frac1{\cosh(L/\ell)}\simeq1-\frac{3sL^2}{8R^2}\quad(L\ll\ell).$$

This holds for $L\gg R$ and $\ell\gg R$, and neglects the floor's own loss. A 5 % deficit in the deep hole needs only $s\approx1.3\times10^{-5}$. At $s=10^{-3}$ the ring model, with the floor sticking equally, gives 0.121, against 0.129 from the formula. "Nonreactive" thus has a quantitative meaning here: $s$ must be far below $(R/L)^2=10^{-4}$. A wall that loses one molecule in a thousand seems inert in a shallow recess and starves this hole.

## Unequal temperatures and directed particles

If the walls are not at the gas temperature, the system is not in equilibrium. For cosine re-emission, however, the flux balance contains no speeds, and its solution remains $G=G_0$. The density changes instead. Deep inside, nearly all molecules come from the walls with the wall's mean speed, so $n_{\rm in}=4G_0/\bar v_{\rm wall}$ and

$$\frac{n_{\rm in}}{n_{\rm out}}=\sqrt{\frac{T_{\rm gas}}{T_{\rm wall}}}.$$

For a temperature ratio of 1.5 this is 1.225; trajectories in the hole with $L=10R$ gave $1.218\pm0.007$ in its lower half. Equal flux therefore means equal density only at equal temperature.

A directed beam breaks uniformity in the opposite sense. An ion that flies straight to the floor, is neutralized and leaves as a cosine-distributed atom returns on average

$$\sum_{k=1}^{\infty}(1-W)^k=\frac{1-W}{W}=38.6$$

times before it escapes. The particles that reach the floor most easily enrich it with neutral gas.

## Beside a real etch

The dimensions and pressure are rough values for the etching of deep channel holes in memory devices, where argon is at most one component of the gas. Gas collisions matter little, because the mean flight of 100 nm between walls is only $4\times10^{-5}$ of the 2.7 mm free path. Equating the number inside, $nV$, to the entry rate $G_0A_{\rm mouth}$ times the mean stay gives a stay of $4L/\bar v$ and a mean path of $4L=20$ µm, 0.7 % of the free path. The few atoms that reach the floor travel much farther than this mean, about $L^2/R=0.5$ mm or a fifth of the free path, so roughly one in six of them meets another atom on the way; but they too strike the walls some 27 000 times, on average, for each gas collision. A surface well of 0.1 eV with an attempt time of $10^{-13}$ s, both rough assumptions, would add about 2 % to the time per flight without changing the steady flux. That attempt time is on the short side: counting the atoms held in equilibrium in a well of this depth and ångström width implies $5\times10^{-13}$ to $10^{-12}$ s, and a delay of 10 to 20 %. Gas at 450 K and unchanged pressure would lower $G_0$ itself by 18 %, at the mouth and floor alike.

Among these estimates for argon, ions change the ratio of floor flux to $G_0$ most. Ions enter the sheath above the surface at about the speed $\sqrt{k_BT_e/m}$, where, if they reach the sheath without collisions, their density has fallen to $e^{-1/2}$ of the plasma density $n_i$, so their flux is $e^{-1/2}n_i\sqrt{k_BT_e/m}$. With rough values $n_i=10^{11}$ cm$^{-3}$ and an electron temperature $T_e$ of 3 eV, this is 0.25 % of $G_0$. If every ion reaches the floor and leaves it as a cosine-distributed neutral, the floor flux rises by $0.0025\times38.6\approx0.10$, or about 10 %. For the assumed $n_i$ this is an upper estimate. At 20 mTorr the ion free path is only about 1.5 mm, so in a discharge 2 to 5 cm thick the edge density is nearer 0.2 to 0.3 of $n_i$ and the rise nearer 3 to 5 %. The hole also accepts only angles of order $R/L=0.01$: of 1 keV ions with a transverse temperature of 0.05 eV, about 60 % reach the floor directly, and the yield falls to about 31 neutral floor strikes per ion. For reactive species the assumption that fails is zero wall loss, and at $s=10^{-3}$ it lowers the floor flux to 12 % of $G_0$. Suppose such a species arrives isotropically, gas collisions in the hole are negligible, and the walls re-emit by the cosine law, which walls out of equilibrium with the gas need not obey. A shortage at the bottom is then evidence of consumption somewhere inside, or of a supply that has not yet become steady; depth and inert walls of this kind do not produce it. A supply arriving mostly at grazing angles is different: it can leave the floor short even when the walls are inert; in the deep hole, gas entering at 80° from the axis gives the floor about half of the entering flux. The numerical output below lists the remaining cases.

## Numbers as computed

```
Closure, L=3R z=R: mouth 0.17082 wall 0.76852 floor 0.06066 sum 1.000000
Disc view F(2R): quadrature 0.171573, formula 0.171573
Bottle: neck R x 3R, chamber 2R x 4R, half-mirror walls
  flux/G0 on neck wall: 1.000 +- 0.003
  flux/G0 on ledge: 0.997 +- 0.005
  flux/G0 on chamber wall: 0.996 +- 0.005
  flux/G0 on floor: 0.997 +- 0.005
  chamber density/outside: 0.996 +- 0.005
  P(mouth to floor) 0.5948 +- 0.0016
  P(floor to mouth) 0.1495 +- 0.0011; times area ratio 4: 0.5979
Cylinder L=10R, T_gas/T_wall = 1.5
  floor flux/G0 0.992 +- 0.007
  strikes per entering molecule 20.93 +- 0.09; area ratio 21
  lower-half density/outside 1.218 +- 0.007; sqrt rule 1.225
  W: trajectories 0.1903 +- 0.0010, rings 0.1911
  floor strikes per arriving molecule 5.21 +- 0.03; 1/W 5.23
  reactive floor s=0.3: flux/G0 0.4388 +- 0.0024; formula 0.4405
  all surfaces s=0.02: lost share 0.2345 +- 0.0007; rings 0.2349
EXAMPLE argon 20 mTorr, 300 K; hole 100 nm x 5000 nm; L/R 100
  gas density 6.438e+14 cm^-3; mean speed 398.7 m/s
  G0 = 6.417e+18 cm^-2 s^-1 = 6.417e+22 m^-2 s^-1
  strikes on floor 5.040e+08 s^-1; mean atoms in hole 25.3
  direct floor flux/G0 9.998e-05; total with inert walls 1.000000
  W 0.02528 (1600 rings), 0.02530 (800 rings)
  1/W 39.55; W/direct share 252.9
  strikes per entering atom, all surfaces 201
  inert walls, floor s=0.01: floor flux/G0 0.7217
  inert walls, floor s=0.1: floor flux/G0 0.2060
  inert walls, floor s=1.0: floor flux/G0 0.0253
  all surfaces s=1.33e-05: floor flux/G0 0.9490; cosh estimate 0.9520
  all surfaces s=1.00e-04: floor flux/G0 0.7013; cosh estimate 0.7148
  all surfaces s=1.00e-03: floor flux/G0 0.1208; cosh estimate 0.1288
  loss per bounce, slowest mode 3.074e-04; diffusion 3.290e-04
  filling time: modes 0.816 us; diffusion 0.762 us; D 0.1329 cm^2/s
NEGLECTED EFFECTS (rough inputs)
  atom diameter 0.36 nm: free path 2.70 mm; path in hole/free path 0.0074
  gas at 450 K, same pressure: G0 factor 0.816; inside/outside density 1.225
  well 0.1 eV, attempt time 1e-13 s: stay 4.79e-12 s; flight 2.51e-10 s; ratio 0.0191
  ions 1e+11 cm^-3, Te 3 eV: ion flux 1.63e+16 cm^-2 s^-1; /G0 0.00254
  added floor strikes per neutralized ion 38.55; floor flux excess 9.81 %
```
